# Vapour Pressures and Vaporisation Enthalpy from Calibrated Heating-Ramp Mass Loss: a numerical check

```python
# Vapour pressure and vaporisation enthalpy from heating-ramp mass loss.
# Result under test: with loss rate r = M g(T) Lambda(p),
#   Lambda = -P ln(1-p/P),  g = A D/(L R T),
# a reference run calibrates g = g0 (T/T0)^q, the sample run then gives p(T),
# and a weighted fit of ln p against 1/T gives the enthalpy H. Errors of mass,
# baseline, temperature and calibration propagate linearly into ln p(T0) and H.
# M molar mass, A cup area, L diffusion path, D diffusivity, P gas pressure,
# chi = D_sample/D_reference. Rates are in ug/s, fitted enthalpies in kJ/mol.
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, solve_ivp

R = constants.R
P_GAS = constants.atm
T0, T_SOURCE = 430.0, 380.0
AREA, PATH, D_REF, CHI = 5e-5, 5e-3, 1.2e-5, 0.8
Q_TRUE = 0.75                      # D ~ T^1.75, hence g ~ T^0.75
SAMPLE = (0.324, 120e3, 100.0)     # kg/mol, J/mol, Pa at T0
REFERENCE = (0.178, 100e3, 200.0)
RAMP, N_WIN, N_PTS = 2.0 / 60, 15, 100
TIME = np.arange(N_WIN * N_PTS, dtype=float)   # one reading per second
T_READ = 400.0 + RAMP * TIME
T = T_READ.reshape(N_WIN, N_PTS).mean(axis=1)
MASS_NOISE = 1.0                   # ug
M_START = 20e3                     # ug
X_DESIGN = np.column_stack([np.ones(N_WIN), -1e3 / R * (1 / T - 1 / T0)])
Z_DESIGN = np.column_stack([np.ones(N_WIN), np.log(T / T0)])

# standard uncertainties of the inputs
SD = {"T offset common": 1.0, "T gain common": 0.01,
      "T offset sample": 0.3, "T offset ref": 0.3,
      "drift sample": 0.2 / 60, "drift ref": 0.2 / 60,
      "H of reference": 1.0, "ln p of reference": 0.03,
      "ln chi": 0.10, "exponent mismatch": 0.1}
UNITS = ["K", "K/K", "K", "K", "ug/s", "ug/s", "kJ/mol", "1", "1", "1"]


def log_pressure(compound, temp, dcp=0.0):
    _, enthalpy, p0 = compound
    return (np.log(p0) - enthalpy / R * (1 / temp - 1 / T0)
            + dcp / R * (np.log(temp / T0) + T0 / temp - 1))


def true_rate(compound, temp, ratio, shift, conductance, dcp, pressure):
    """Physical loss rate in ug/s; conductance (W/K) switches on self-cooling."""
    surface = temp
    for _ in range(30 if conductance else 1):
        g = (AREA * D_REF * ratio * (surface / T0) ** (Q_TRUE + shift + 1)
             / (PATH * R * surface))
        p = np.exp(log_pressure(compound, surface, dcp))
        rate = -compound[0] * g * pressure * np.log1p(-p / pressure)
        if conductance:
            surface = temp - rate * compound[1] / compound[0] / conductance
    return 1e9 * rate


def window_rates(mass):
    tau = np.arange(N_PTS) - (N_PTS - 1) / 2
    return -(mass.reshape(N_WIN, N_PTS) @ tau) / (tau @ tau)


def operator(design, rate):
    weighted = design.T * rate**2
    return np.linalg.solve(weighted @ design, weighted)


def robust_fit(design, y, rate):
    first = design @ (operator(design, rate) @ y)
    return operator(design, rate * np.exp(first - y)) @ y


def experiment(err=None, rng=None, fixed_q=None, cooling=(0, 0), dcp=0.0,
               pressure=P_GAS, detail=False):
    """Simulate both mass curves, then run the complete recovery algorithm."""
    e = dict.fromkeys(SD, 0.0)
    e.update(err or {})
    rates = []
    for k, (compound, tag) in enumerate([(SAMPLE, "sample"), (REFERENCE, "ref")]):
        temp = (T_READ - e["T offset common"] - e["T offset " + tag]
                - e["T gain common"] * (T_READ - T0))
        ratio, shift, heat = (CHI, e["exponent mismatch"], dcp) if k == 0 else (1, 0, 0)
        rate = true_rate(compound, temp, ratio, shift, cooling[k], heat, pressure)
        mass = (M_START - cumulative_trapezoid(rate, TIME, initial=0)
                - e["drift " + tag] * TIME)
        if rng is not None:
            mass = mass + rng.normal(0, MASS_NOISE, TIME.size)
        rates.append(window_rates(mass))
    r_s, r_r = rates
    p_ref = np.exp(log_pressure(REFERENCE, T) + e["ln p of reference"]
                   - 1e3 * e["H of reference"] / R * (1 / T - 1 / T0))
    log_g = np.log(1e-9 * r_r / (-REFERENCE[0] * pressure * np.log1p(-p_ref / pressure)))
    if fixed_q is None:
        cal = robust_fit(Z_DESIGN, log_g, r_r)
    else:
        rest = log_g - fixed_q * Z_DESIGN[:, 1]
        cal = np.array([np.average(rest, weights=r_r**2), fixed_q])
    g_sample = CHI * np.exp(e["ln chi"] + Z_DESIGN @ cal)
    p = -pressure * np.expm1(-1e-9 * r_s / (SAMPLE[0] * g_sample * pressure))
    fit = robust_fit(X_DESIGN, np.log(p), r_s)
    return (fit, r_s, r_r, cal, p) if detail else fit


# Stefan flow: integrate the mole fraction from surface to mouth
x_surface = 0.3
flow = -np.log(1 - x_surface)
path = solve_ivp(lambda z, x: -flow * (1 - x), (0, 1), [x_surface],
                 rtol=1e-10, atol=1e-12)
assert abs(path.y[0, -1]) < 1e-7
# vapour storage for an exponentially rising source
kappa = RAMP * (SAMPLE[1] / (R * T**2) + Q_TRUE / T)
mid = N_WIN // 2
storage = kappa[mid] * PATH**2 / (D_REF * CHI)
sol = solve_ivp(lambda z, y: [y[1], storage * y[0]], (0, 1), [0, 1],
                rtol=1e-11, atol=1e-13)
assert abs(sol.y[1, -1] / sol.y[0, -1] - 1 - storage / 3) < 0.02 * storage / 3

# noise-free recovery and curvature bias of the window slopes
base, r_s, r_r, cal0, p_clean = experiment(detail=True)
H_TRUE, H_REF = SAMPLE[1] / 1e3, REFERENCE[1] / 1e3
assert abs(base[1] - H_TRUE) < 0.05 and abs(base[0] - np.log(SAMPLE[2])) < 0.003
r_exact = true_rate(SAMPLE, T, CHI, 0, 0, 0, P_GAS)
curvature = (kappa[mid] * N_PTS / 2) ** 2 / 10
assert abs((r_s / r_exact - 1)[mid] / curvature - 1) < 0.12

# linear propagation
B, C = operator(X_DESIGN, r_s), operator(Z_DESIGN, r_r)


def stefan_factor(compound):       # d ln Lambda / d ln p
    y = np.exp(log_pressure(compound, T)) / P_GAS
    return y / (1 - y) / -np.log1p(-y)


f_s, f_r = stefan_factor(SAMPLE), stefan_factor(REFERENCE)


def propagate(e_sample, e_ref):
    return B @ ((e_sample - Z_DESIGN @ (C @ e_ref)) / f_s)


zero, one = np.zeros(N_WIN), np.ones(N_WIN)
s_s = f_s * SAMPLE[1] / (R * T**2) + Q_TRUE / T
s_r = f_r * REFERENCE[1] / (R * T**2) + Q_TRUE / T
EFFECT = {"T offset common": (-s_s, -s_r),
          "T gain common": (-s_s * (T - T0), -s_r * (T - T0)),
          "T offset sample": (-s_s, zero), "T offset ref": (zero, -s_r),
          "drift sample": (1 / r_s, zero), "drift ref": (zero, 1 / r_r),
          "H of reference": (zero, f_r * 1e3 / R * (1 / T - 1 / T0)),
          "ln p of reference": (zero, -f_r), "ln chi": (-one, zero),
          "exponent mismatch": (Z_DESIGN[:, 1], zero)}
budget = {}
for name, sd in SD.items():
    budget[name] = sd * propagate(*EFFECT[name])
    finite = (experiment({name: sd}) - experiment({name: -sd})) / 2
    assert np.allclose(budget[name], finite, rtol=0.03, atol=0.004), (name, finite)

sigma_r = MASS_NOISE * np.sqrt(12 / (N_PTS * (N_PTS**2 - 1)))
noise_s = (B / f_s) * (sigma_r / r_s)
noise_r = (B / f_s) @ Z_DESIGN @ (C * (sigma_r / r_r))
cov_noise = noise_s @ noise_s.T + noise_r @ noise_r.T
cov = cov_noise + sum(np.outer(v, v) for v in budget.values())
to_source = np.array([1, -1e3 / R * (1 / T_SOURCE - 1 / T0)])
sd_lnp, sd_H = np.sqrt(np.diag(cov))
sd_source = np.sqrt(to_source @ cov @ to_source)

# closed forms, checked on the full algorithm in the dilute limit
T_eff = 1e3 / R * (B @ np.log(T / T0))[1]
dilute = 1e9


def dilute_shift(name, step, **options):
    up = experiment({name: step}, pressure=dilute, **options)
    down = experiment({name: -step}, pressure=dilute, **options)
    return (up[1] - down[1]) / 2


common = dilute_shift("T offset common", 1.0)
fixed = dilute_shift("T offset common", 1.0, fixed_q=Q_TRUE)
gain = dilute_shift("T gain common", 0.01)
assert abs(common - (H_TRUE - H_REF) * 2 / T_eff) < 0.01
assert abs(fixed - H_TRUE * 2 / T_eff) < 0.02
assert abs(gain - 0.01 * (H_TRUE - H_REF) * (2 * (T_eff - T0) / T_eff - 1)) < 0.02
assert abs(dilute_shift("H of reference", 1.0) - 1) < 0.02
assert abs(dilute_shift("ln chi", 0.1)) < 1e-3
vacuum_bias = experiment(fixed_q=-0.5)[1] - experiment(fixed_q=Q_TRUE)[1]
assert abs(vacuum_bias - R * T_eff / 1e3 * (Q_TRUE + 0.5)) < 0.05
DCP = -40.0
cp_shift = experiment(dcp=DCP)[1] - base[1]
assert abs(cp_shift - DCP * (T_eff - T0) / 1e3) < 0.02

# Monte Carlo: noise alone, then all sources together
rng = np.random.default_rng(12)
only_noise = np.array([experiment(rng=rng) for _ in range(1200)])
assert np.allclose(only_noise.std(axis=0), np.sqrt(np.diag(cov_noise)), rtol=0.09)
trials = np.array([experiment({k: rng.normal(0, s) for k, s in SD.items()}, rng)
                   for _ in range(3000)])
mc_lnp, mc_H = trials.std(axis=0)
mc_source = (trials @ to_source).std()
assert np.allclose([mc_lnp, mc_H, mc_source], [sd_lnp, sd_H, sd_source], rtol=0.06)
assert abs(trials[:, 1].mean() - base[1]) < 0.1 * sd_H

# one simulated experiment with hidden errors
rng = np.random.default_rng(5)
hidden = {k: rng.normal(0, s) for k, s in SD.items()}
fit, one_s, one_r, cal, p_fit = experiment(hidden, rng, detail=True)
assert abs(fit[1] - H_TRUE) < 4 * sd_H
assert abs(fit[0] - np.log(SAMPLE[2])) < 4 * sd_lnp

# neglected effects
plain = operator(X_DESIGN, one)
drift_plain = SD["drift sample"] * (plain @ (1 / r_s))[1]
assert abs(drift_plain) > abs(budget["drift sample"][1])
G_HEAT, DENSITY = 5e-3, 1300.0
cool_both = experiment(cooling=(G_HEAT, G_HEAT))[1] - base[1]
cool_one = experiment(cooling=(G_HEAT, 0))[1] - base[1]
cool_top = 1e-9 * r_s[-1] * SAMPLE[1] / SAMPLE[0] / G_HEAT
M_GAS = 0.028
buoy = 1e9 * P_GAS * M_GAS / (R * T**2) * RAMP * (1e-9 * M_START / DENSITY)
buoy_H = propagate(-buoy / r_s, zero)[1]
lost = (np.cumsum(r_s) - r_s / 2) * N_PTS
recession = 1e-9 * lost / (DENSITY * AREA * PATH)
recession_H = propagate(-recession, zero)[1]
free_ratio = np.sqrt(R * T0 / (2 * np.pi * SAMPLE[0])) / (D_REF * CHI / PATH)
p_top = np.exp(log_pressure(SAMPLE, T[-1]))
heavy = p_top / P_GAS * (SAMPLE[0] / M_GAS - 1)

print(f"sample: M {1e3*SAMPLE[0]:.0f} g/mol, H {H_TRUE:.0f} kJ/mol, p(430 K) {SAMPLE[2]:.0f} Pa")
print(f"reference: M {1e3*REFERENCE[0]:.0f} g/mol, H {H_REF:.0f} kJ/mol, p(430 K) {REFERENCE[2]:.0f} Pa")
print(f"cup area {1e4*AREA:.2f} cm2, path {1e3*PATH:.1f} mm, gas {P_GAS:.0f} Pa")
print(f"D reference at 430 K {1e4*D_REF:.3f} cm2/s, chi {CHI:.2f}, true q {Q_TRUE:.2f}")
print(f"ramp {60*RAMP:.1f} K/min, {N_WIN} windows of {N_PTS} s, start mass {M_START/1e3:.0f} mg")
print(f"mass noise {MASS_NOISE:.1f} ug, rate noise {sigma_r:.5f} ug/s")
print(f"curvature bias of mid-window rate {100*curvature:.3f} %")
print(f"noise-free recovered H {base[1]:.3f} kJ/mol")
print("one experiment: T K, sample ug/s, ref ug/s, p Pa, true p Pa")
for i in (0, 4, 7, 10, 14):
    print(f"  {T[i]:.2f} {one_s[i]:.4f} {one_r[i]:.4f} {p_fit[i]:.2f} "
          f"{np.exp(log_pressure(SAMPLE, T[i])):.2f}")
print(f"fitted g at 430 K {1e12*np.exp(cal[0]):.2f} pmol/(s Pa), fitted q {cal[1]:.3f}")
print(f"fitted H {fit[1]:.2f} +- {sd_H:.2f} kJ/mol = {fit[1]*1e3/constants.N_A/constants.e:.4f} eV")
p430, p_source = np.exp(fit[0]), np.exp(to_source @ fit)
print(f"p(430 K) {p430:.1f} Pa = {p430/constants.torr:.3f} Torr, +- {100*sd_lnp:.1f} %")
print(f"p(380 K) {p_source:.3f} Pa = {p_source/constants.torr:.5f} Torr, +- {100*sd_source:.1f} %")
print(f"true p(380 K) {np.exp(log_pressure(SAMPLE, T_SOURCE)):.3f} Pa")
print("budget: input sd, effect on H kJ/mol, on ln p(430 K) in %")
for (name, v), unit in zip(budget.items(), UNITS):
    print(f"  {name}: {SD[name]:.4g} {unit}, {v[1]:+.3f}, {100*v[0]:+.2f}")
for name, block in (("sample noise", noise_s), ("ref noise", noise_r)):
    s = np.sqrt(np.diag(block @ block.T))
    print(f"  {name}: {s[1]:.3f}, {100*s[0]:.2f}")
print(f"Monte Carlo sd: H {mc_H:.3f} kJ/mol, p430 {100*mc_lnp:.2f} %, p380 {100*mc_source:.2f} %")
print(f"effective temperature of H {T_eff:.2f} K")
print(f"1 K common offset: H {common:+.3f}, with fixed q {fixed:+.3f} kJ/mol")
print(f"sample drift, unweighted fit: H {drift_plain:+.3f} kJ/mol")
print(f"vacuum temperature law: H bias {vacuum_bias:+.2f} kJ/mol")
print(f"free evaporation / diffusion rate {free_ratio:.3g}")
print(f"heat link {1e3*G_HEAT:.0f} mW/K: cooling at top {cool_top:.3f} K")
print(f"cooling, H shift: both runs {cool_both:+.3f}, sample only {cool_one:+.3f} kJ/mol")
print(f"solid density {DENSITY/1e3:.1f} g/cm3: buoyancy H shift {buoy_H:+.3f} kJ/mol")
print(f"path growth {100*recession[-1]:.2f} %, H shift {recession_H:+.3f} kJ/mol")
print(f"dCp {DCP:.0f} J/(mol K): H shift {cp_shift:+.3f} kJ/mol")
print(f"vapour storage correction {100*storage/3:.3f} %")
print(f"vapour-laden gas denser by {100*heavy:.2f} % at top")
print(f"decomposition giving 1 % of top rate {0.01*r_s[-1]/M_START:.2e} 1/s")
print("all good")
```

Running it gives:

```
sample: M 324 g/mol, H 120 kJ/mol, p(430 K) 100 Pa
reference: M 178 g/mol, H 100 kJ/mol, p(430 K) 200 Pa
cup area 0.50 cm2, path 5.0 mm, gas 101325 Pa
D reference at 430 K 0.120 cm2/s, chi 0.80, true q 0.75
ramp 2.0 K/min, 15 windows of 100 s, start mass 20 mg
mass noise 1.0 ug, rate noise 0.00346 ug/s
curvature bias of mid-window rate 0.185 %
noise-free recovered H 119.993 kJ/mol
one experiment: T K, sample ug/s, ref ug/s, p Pa, true p Pa
  401.65 0.0811 0.1646 8.69 9.36
  414.98 0.2725 0.4330 28.14 29.68
  424.98 0.6235 0.8898 62.67 67.29
  434.98 1.4034 1.7520 137.33 146.89
  448.32 3.8850 4.1063 367.01 394.06
fitted g at 430 K 36.08 pmol/(s Pa), fitted q 1.130
fitted H 119.73 +- 1.20 kJ/mol = 1.2409 eV
p(430 K) 93.4 Pa = 0.701 Torr, +- 11.0 %
p(380 K) 1.140 Pa = 0.00855 Torr, +- 12.2 %
true p(380 K) 1.208 Pa
budget: input sd, effect on H kJ/mol, on ln p(430 K) in %
  T offset common: 1 K, +0.090, -1.29
  T gain common: 0.01 K/K, -0.181, -0.01
  T offset sample: 0.3 K, +0.167, -2.39
  T offset ref: 0.3 K, -0.140, +2.01
  drift sample: 0.003333 ug/s, -0.348, +0.45
  drift ref: 0.003333 ug/s, +0.248, -0.34
  H of reference: 1 kJ/mol, +1.005, -0.00
  ln p of reference: 0.03 1, +0.001, +3.00
  ln chi: 0.1 1, +0.012, -10.00
  exponent mismatch: 0.1 1, +0.363, +0.00
  sample noise: 0.158, 0.15
  ref noise: 0.115, 0.10
Monte Carlo sd: H 1.202 kJ/mol, p430 10.93 %, p380 12.16 %
effective temperature of H 437.26 K
1 K common offset: H +0.088, with fixed q +0.555 kJ/mol
sample drift, unweighted fit: H -1.139 kJ/mol
vacuum temperature law: H bias +4.54 kJ/mol
free evaporation / diffusion rate 2.18e+04
heat link 5 mW/K: cooling at top 0.263 K
cooling, H shift: both runs +0.184, sample only -1.136 kJ/mol
solid density 1.3 g/cm3: buoyancy H shift +0.105 kJ/mol
path growth 0.42 %, H shift -0.268 kJ/mol
dCp -40 J/(mol K): H shift -0.291 kJ/mol
vapour storage correction 0.236 %
vapour-laden gas denser by 4.11 % at top
decomposition giving 1 % of top rate 1.77e-06 1/s
all good
```
